# Linear and Quadratic Stark Shifts of a Symmetric Top, with CH3F, part 2

A rigid symmetric top with dipole moment $\mu$ sits in a static field $F$ along $z$. We seek the rivalry field, at which the linear and quadratic shifts of a rotational level are equal in size, with CH3F as the example. The Hamiltonian, with $\hbar=1$, is

$$H=B\mathbf J^2+(A-B)K^2-\mu F\cos\theta .$$

Here $A$ and $B$ are the rotational constants, $\theta$ is the angle between dipole and field, and $w=\mu F/B$. The angular momentum has quantum number $J$, projection $M$ on the field and projection $K$ on the dipole axis. Both $K$ and $M$ are conserved. Each block $(K,M)$ holds one state for each $J\ge\max(|K|,|M|)$, with field-free energy $BJ(J+1)$ apart from a constant. Reversing $M$ is equivalent to reversing the field.

The average of $\cos\theta$ in level $J$ is $a_J$, and its squared coupling between $J-1$ and $J$ is $c_J$:

$$a_J=\frac{KM}{J(J+1)},\qquad c_J=\frac{(J^2-K^2)(J^2-M^2)}{J^2(4J^2-1)} .$$

The linear and quadratic shifts, for $J\ge1$, are

$$E_1=-\mu F\,\frac{KM}{J(J+1)},$$

$$E_2=\frac{(\mu F)^2}{2B}\,G,\qquad G=f(J)-f(J+1),$$

$$f(J)=\frac{c_J}{J}=\frac{(J^2-K^2)(J^2-M^2)}{J^3(4J^2-1)} .$$

The third-order shift is $Bw^3s_3$, with

$$s_3=-\frac{c_J(a_{J-1}-a_J)}{4J^2}-\frac{c_{J+1}(a_{J+1}-a_J)}{4(J+1)^2},$$

where the first term is absent if the level is the lowest in its block.

The linear and quadratic coefficients were tested on 225 levels against field derivatives of levels found by numerical diagonalization. The output at the end lists the largest absolute errors in units of $B$.

### The formal rivalry field

Setting $|E_1|=|E_2|$ for a level with nonzero $KM$ and $G$,

$$\mu F\frac{|KM|}{J(J+1)}=\frac{(\mu F)^2}{2B}|G| .$$

Dividing by $\mu F$ gives the formal field

$$F^*=\frac{2B|KM|}{\mu J(J+1)|G|},\qquad w^*=\frac{2|KM|}{J(J+1)|G|} .$$

Within these two terms, $|E_2/E_1|=F/F^*$. There is one such field for each set $J,|K|,|M|$, and not one for the molecule.

For $J=K=|M|=1$, the lower coupling is zero and $G=-c_2/2=-3/40$. The linear shift has size $w/2$ and the quadratic shift is $-3w^2/80$, so $w^*=40/3$. But perturbation theory needs the coupling to be small compared with the gap to the next level. Here the coupling is $w\sqrt{c_2}$ and the gap is 4, both in units of $B$. Their squared ratio at $w^*$ is

$$\frac{(40/3)^2(3/20)}{16}=\frac53 .$$

The formal answer lies outside the regime of the formula that produced it.

The same holds for other levels with $J=K=|M|$. For them $f(J)=0$, and

$$w^*=\frac{2J(J+1)^2(2J+3)}{2J+1},$$

which grows as $2J^3$. The coupling $w^*\sqrt{c_{J+1}}$ then grows as $2J^2$, but the gap as $2J$. The strong average dipole keeps the linear term ahead until the perturbation series can no longer be trusted.

The opposite limit is more favourable. Keep nonzero $K$ and $M$ fixed and let $J$ grow. Then $f(J)=1/(4J)+O(J^{-3})$, and the difference of neighbouring values is

$$G=\frac{1}{4J(J+1)}+O(J^{-4}),\qquad w^*\to8|KM| .$$

The two neighbours now nearly cancel, and the lower one wins because its gap is smaller. The quadratic shift is positive. The linear shift falls at the same rate, $1/J^2$, which is why their ratio tends to a constant. At $J=200$ and $K=M=1$ the formula gives $w^*=8.001$.

The approach to this limit is not smooth from the bottom. At $J=2$, $K=M=1$,

$$G=\frac{3}{40}-\frac{64}{945}=\frac{11}{1512},\qquad w^*=\frac{504}{11}\approx46 .$$

The sign of $G$ has changed between $J=1$ and $J=2$, and the near cancellation makes the formal field large. Such a value says that the quadratic coefficient is small; it does not locate a real balance of shifts. Diagonalization shows a similar failure at $J=3$ and 4: the formal values 13.98 and 10.80 look close to the limit, but the $M=+1$ level stays below its field-free energy. For $J=2$, 3 and 4 the balance, in the sense defined next, comes from the $M=-1$ level, at $w=28.2$, 54.2 and 88.9.

### A criterion that does not need the series

To define the rivalry at any field strength, use the symmetry between $M$ and $-M$. Let $\Delta_+$ and $\Delta_-$ be the full shifts of the levels with $M=+1$ and $M=-1$, at the same $J$ and $K=1$. Reversing $M$ is equivalent to reversing the field, so the parts even and odd in the field are

$$S_{\rm even}=\frac{\Delta_++\Delta_-}{2},\qquad S_{\rm odd}=\frac{\Delta_+-\Delta_-}{2} .$$

They begin with the quadratic and the linear term, respectively. Their squares differ by

$$S_{\rm even}^2-S_{\rm odd}^2=\Delta_+\Delta_- .$$

The two parts have equal size if and only if one of the partners is back at its field-free energy. In this form the rivalry is a property of the levels themselves.

Each level can be followed without ambiguity. A block is a chain in which every $J$ is coupled to its neighbours by a nonzero element. Given an eigenvalue, the first component of the eigenvector fixes the second, then the third, and so on. Two independent states cannot share an eigenvalue, and levels within a block do not cross at finite field.

For $J=1$ more can be said. The level is the lowest in its block, and its energy is the minimum over normalized states of $\langle\mathbf J^2\rangle-w\langle\cos\theta\rangle$. A minimum of functions linear in $w$ is concave. For $M=+1$ the initial slope is $-1/2$, so the level keeps falling and does not return at positive $w$. For $M=-1$ the slope starts at $+1/2$. At large $w$ the energy must nevertheless fall without limit, since the block contains states with positive $\langle\cos\theta\rangle$. A concave curve that rises at first and later falls below its starting value returns to that value once. The rivalry field for $J=1$ is unique within the rigid model.

Physically, the $M=-1$ state begins with its average dipole against the field. Mixing with higher $J$ turns the dipole towards the field, and the energy gained finally repays the initial cost.

### Why the return comes early for J = 1 and late for J = 5

Diagonalization puts the return for $J=1$ at $w=10.87$, which is 18.5% below the formal 13.33. The third-order term has the sign of this change, although the series cannot be relied on at such a field. For $K=1$, $M=-1$ we have $a_1=-1/2$ and $a_2=-1/6$, so

$$s_3=-\frac{(3/20)(1/3)}{16}=-\frac1{320} .$$

The linear coefficient is $+1/2$. The cubic term opposes it and weakens the odd part, which by itself would bring the balance sooner. Keeping three terms and setting their sum to zero gives

$$\frac w2-\frac{3w^2}{80}-\frac{w^3}{320}=0\quad\Rightarrow\quad w^2+12w-160=0 ,$$

whose positive root is $w=8$. This overshoots: the diagonalized value lies between the two-term and three-term estimates. Because the coupling is not small here, the third order is only a hint of the direction. The evidence is the diagonalization at the formal field, given below for CH3F: there the odd part has fallen further below its formula than the even part, so the balance has already been passed.

For $J=5$, $K=M=1$ the sign works the other way. Here $a_4-a_5=1/60$ and $a_6-a_5=-1/105$, while $c_5=64/275$ and $c_6=1225/5148$ are nearly equal. Thus

$$s_3=-\frac{64/275}{6000}+\frac{1225/5148}{15120}<0 .$$

The linear coefficient $-1/30$ is also negative. The cubic term strengthens the odd part, and a larger field is needed for the even part to match it. Diagonalization gives $w=10.53$, compared with the formal 9.68.

At large $J$ with fixed $K,M$, the two terms of $s_3$ are each of order $KM/J^5$ and cancel to order $KM/J^6$. Relative to the linear term, the cubic term is of order $w^2/J^4$. With $w\approx8|KM|$ this becomes small. Higher orders are not estimated here, but the diagonalized returns support the same trend: $w=8.43$ against 8.40 at $J=10$, and 8.103 against 8.101 at $J=20$. For $J=5$, 10 and 20 these values are the first returns as the field grows. The returning partner is $M=+1$, because the quadratic shift is positive and opposes its negative linear shift. Unlike the return for $J=1$, these are not unique: every level finally falls without limit in a strong enough field, so a level that has risen above its field-free energy must cross it again.

### Numbers for CH3F

The geometry was computed at the restricted Hartree–Fock level with the 6-31G* basis: C–F length 1.365 Å, C–H length 1.082 Å and H–C–F angle 109°. With the masses of $^{12}$C, $^{19}$F and $^1$H, the inertia tensor gives $B=1.090\times10^{-4}$ eV. At the same geometry, Hartree–Fock with the aug-cc-pVDZ basis gives $\mu=0.4109\,e$ Å. Electron correlation and vibrational averaging are missing from both numbers. Since $F\propto B/\mu$ at fixed $w$, a relative error in either one passes directly to the field. These errors exceed the digits shown. At the same geometry, $\mu$ becomes $0.408\,e$ Å in Hartree–Fock with aug-cc-pVTZ and $0.373\,e$ Å in MP2. Relaxing the C–F bond with aug-cc-pVTZ gives $B=1.095\times10^{-4}$ eV in Hartree–Fock and $1.06\times10^{-4}$ eV in MP2. The fields below are therefore reliable for real CH3F only to several per cent; the extra digits serve to compare formula and diagonalization.

Start with a moderate field, $10^{-4}$ V/Å. Then

$$w=\frac{0.4109\times10^{-4}}{1.090\times10^{-4}}=0.377 .$$

For $J=K=1$ the linear shifts are $\mp wB/2=\mp2.05\times10^{-5}$ eV for $M=\pm1$. The quadratic shift is

$$-\frac{3}{80}(0.377)^2(1.090\times10^{-4}\ {\rm eV})=-5.8\times10^{-7}\ {\rm eV},$$

or 2.8% of the linear size. For $M=+1$ the two terms sum to $-2.1127\times10^{-5}$ eV, and diagonalization gives $-2.1109\times10^{-5}$ eV. The difference, $1.8\times10^{-8}$ eV, agrees with the third-order term $w^3B/320$.

The formal rivalry field of this level is

$$F^*=\frac{13.333\times1.090\times10^{-4}}{0.4109}\ {\rm V/Å}=3.54\times10^{-3}\ {\rm V/Å}.$$

At that field the two-term formula puts the $M=-1$ level back at zero shift, but diagonalization finds it at $-1.03\times10^{-4}$ eV. For $M=+1$ the formula gives $-1.45\times10^{-3}$ eV and diagonalization $-1.04\times10^{-3}$ eV. Half the sum and half the difference of the diagonalized shifts have sizes $5.7\times10^{-4}$ and $4.7\times10^{-4}$ eV. The formula assigns $7.3\times10^{-4}$ eV to each, so it overestimates both parts, the odd one more.

The actual balance for $J=|K|=|M|=1$ in this model is at

$$F=\frac{10.866\times1.090\times10^{-4}}{0.4109}\ {\rm V/Å}=2.88\times10^{-3}\ {\rm V/Å},$$

or about $2.9\times10^7$ V/m. For $J=10$ and $|K|=|M|=1$, the formal and diagonalized fields are $2.23\times10^{-3}$ and $2.24\times10^{-3}$ V/Å, both about $2.2\times10^7$ V/m. Here the second-order formula does locate the rivalry of the rigid model. All these fields are about ten times the breakdown field of air at atmospheric pressure (about $3\times10^6$ V/m), so they are not ordinary laboratory Stark fields.

### Where the rigid dipole stops being enough

The field also polarizes the electrons. With polarizabilities $\alpha_\parallel$ along the axis and $\alpha_\perp$ across it, this adds

$$-\tfrac12F^2\left[\alpha_\perp+(\alpha_\parallel-\alpha_\perp)\cos^2\theta\right].$$

The Hartree–Fock values with aug-cc-pVDZ are $\alpha_\parallel=0.166$ and $\alpha_\perp=0.154$ $e^2$Å$^2$/eV; MP2 with aug-cc-pVTZ raises them to 0.180 and 0.165. The field also distorts the nuclear frame: the C–F stretch alone adds about 0.03 to $\alpha_\parallel$. The estimates below use the Hartree–Fock electronic values only and so understate the full polarization shift. In first order the added shift is negative, with size at most $\tfrac12\alpha_\parallel F^2$. At the formal field for $J=1$ this bound is

$$\tfrac12(0.166)(3.54\times10^{-3})^2\ {\rm eV}=1.0\times10^{-6}\ {\rm eV},$$

about 0.14% of the linear shift there. For $J=10$ the bound is 5% of the linear shift, and for $J=20$ it is 18%. The rotational shifts fall as $1/J^2$ near a nearly constant rivalry field, but the electronic shift does not fall with them.

For $J=10$ and 20 with $|K|=|M|=1$, the electronic shift opposes the positive quadratic shift and moves the balance to higher field: diagonalization with this term gives $w=8.85$ instead of 8.43 for $J=10$, and 9.83 instead of 8.10 for $J=20$. This trend does not continue to all $J$. The rotational quadratic shift is about $(\mu F)^2/(8BJ^2)$, while the electronic one stays near $-\frac12\alpha F^2$, with $\alpha\approx0.16$ $e^2$Å$^2$/eV. They cancel near $J=\mu/\sqrt{4\alpha B}\approx50$ with the Hartree–Fock values, or near 43 with the MP2 dipole and polarizabilities. Well above that, the electronic shift dominates the even part, and the balance with the ever smaller linear shift moves to lower field. The part $-\frac12\alpha_\perp F^2$ of the electronic shift is common to all levels and cancels from the difference between two of them, but not from a shift measured against the field-free energy. The limit $w^*\to8|KM|$ therefore belongs to the rigid dipole model. For CH3F, second-order rotational mixing gives a useful rivalry field at intermediate $J$ and small $|KM|$: high enough for the series to work, and low enough for polarization to remain a correction. For $|K|=|M|=1$ this window is narrow: the formula fails for $J\le4$, is 8% low at $J=5$, and electronic polarization already raises the field by 5% at $J=10$ and 21% at $J=20$.

## Calculated quantities

```
CH3F: RHF/6-31G* geometry, RHF/aug-cc-pVDZ dipole
input masses C, F, H = 12.000000, 18.998403, 1.007825 u
C-F length = 1.3647 angstrom
C-H length = 1.0816 angstrom
H-C-F angle = 109.05 degrees
A = 6.6132e-04 eV
B = 1.0900e-04 eV
dipole mu = 0.4109 e angstrom
polarizability parallel = 0.1656 e^2 angstrom^2/eV
polarizability perpendicular = 0.1541 e^2 angstrom^2/eV
Stark levels tested = 225
largest error, linear coefficient = 1.2e-06
largest error, quadratic coefficient = 4.2e-06
G for J=K=M=1 = -0.07500
third-order coefficient, J=K=1 M=-1 = -0.003125 (units of B)
chosen field = 1.0e-04 V/angstrom, mu F/B = 0.3770
J=K=1 quadratic shift there = -5.8091e-07 eV
M=+1: linear -2.0546e-05 eV, sum -2.1127e-05 eV, exact -2.1109e-05 eV
M=-1: linear 2.0546e-05 eV, sum 1.9965e-05 eV, exact 1.9947e-05 eV
rivalry for K=1, |M|=1:
J=1: mu F/B formal 13.333, exact 10.866, returning M=-1
  F formal 3.5369e-03, exact 2.8824e-03 V/angstrom
  F formal 3.537e+07, exact 2.882e+07 V/m
  at formal F: linear size 7.267e-04 eV, polarization bound 1.036e-06 eV
J=5: mu F/B formal 9.681, exact 10.527, returning M=+1
  F formal 2.5681e-03, exact 2.7924e-03 V/angstrom
  F formal 2.568e+07, exact 2.792e+07 V/m
  at formal F: linear size 3.518e-05 eV, polarization bound 5.462e-07 eV
J=10: mu F/B formal 8.400, exact 8.429, returning M=+1
  F formal 2.2283e-03, exact 2.2358e-03 V/angstrom
  F formal 2.228e+07, exact 2.236e+07 V/m
  at formal F: linear size 8.324e-06 eV, polarization bound 4.112e-07 eV
J=20: mu F/B formal 8.101, exact 8.103, returning M=+1
  F formal 2.1490e-03, exact 2.1494e-03 V/angstrom
  F formal 2.149e+07, exact 2.149e+07 V/m
  at formal F: linear size 2.103e-06 eV, polarization bound 3.824e-07 eV
J=K=1 M=+1 at formal F: formula -1.453e-03 eV, exact -1.042e-03 eV
J=K=1 M=-1 at formal F: formula 0.000e+00 eV, exact -1.028e-04 eV
formal mu F/B at J=200, K=M=1: 8.0010
```
